# Correcting plane-wave force errors with one coarse response solve

## The result

A self-consistent calculation in a finite plane-wave space has a force error. At a sufficiently high cutoff, and with a gap that is not small, most of it can be estimated, and removed, from the residual on the plane waves that were left out. Let $r_h$ be that residual, $G$ the wavevector of an omitted wave and $t$ a fixed energy. In atomic units the recipe is

$$
\xi_h=-\Big(\tfrac12G^2+t\Big)^{-1}r_h,\qquad
J_{cc}\,\xi_c=-J_{ch}\,\xi_h,\qquad
\delta F_a=-\int \delta\rho\;\partial_aV_{\rm ext}\,dx .
$$

Here $\xi_h$ and $\xi_c$ are the orbital corrections outside and inside the coarse space, $J$ is the orbital Hessian, $\delta\rho$ is the density change caused by $\xi_c+\xi_h$, and $\partial_a$ is the derivative with respect to the atomic coordinate $X_a$. The first step is a division. The second is one linear-response solve of coarse size, and it serves all force components because its right-hand side does not contain $a$.

The correction is also a gradient: at fixed $t$,

$$
\delta F_a=-\partial_a\Delta E_2,\qquad
\Delta E_2=-2\Big\langle r_h,\big(\tfrac12G^2+t\big)^{-1}r_h\Big\rangle .
$$

Corrected forces therefore belong to a corrected energy. The estimate is asymptotic in the cutoff and is not a guaranteed bound.

## Three basis functions by hand

Take one doubly occupied real orbital and no interaction. The coarse space has two functions, and one high wave has been omitted. At the geometry of interest, choose the coarse functions as the coarse eigenvectors $e_0$ and $e_1$. With the omitted wave $e_2$, the Hamiltonian is

$$
H=\begin{pmatrix}\lambda&0&b\\0&\lambda+\Delta&c\\b&c&\lambda+D\end{pmatrix}.
$$

The coarse orbital is $\phi=e_0$, and $\Delta>0$ is the coarse gap. The residual is $H\phi-\lambda\phi=b\,e_2$. It has no coarse component, since the coarse problem has been solved.

Write the improved orbital as $e_0+\xi_ce_1+\xi_he_2$. To first order, the eigenvalue equation gives

$$
\Delta\,\xi_c+c\,\xi_h=0,\qquad c\,\xi_c+D\,\xi_h=-b .
$$

For a high wave, $D$ is mostly kinetic energy. Replace it by $m=\frac12G^2+t$, and drop $c\,\xi_c$ from the second equation. Then

$$
\xi_h=-\frac bm,\qquad \xi_c=-\frac c\Delta\,\xi_h=\frac{bc}{\Delta m}.
$$

The omitted wave first enters the orbital, and the potential then scatters it back into the coarse space.

Let the atom move, with the basis functions held fixed, and define $u_c=\langle e_1|\partial_aH|e_0\rangle$ and $u_h=\langle e_2|\partial_aH|e_0\rangle$. The force is $F_a=-2\langle\phi|\partial_aH|\phi\rangle$. Its first-order change has a factor 2 from the two electrons and another from the two places where $\phi$ occurs:

$$
\delta F_a=-4(\xi_cu_c+\xi_hu_h)
=\frac{4b\,u_h}{m}-\frac{4bc\,u_c}{\Delta m}.
$$

Both terms are of order $1/m$. A high cutoff gives no reason to discard the coarse response.

Now compare with the energy. The high wave lowers it by about $b^2/m$ per electron, so $\Delta E_2=-2b^2/m$. When the atom moves, $b=\langle e_2|H|\phi\rangle$ changes because $H$ changes and because the coarse orbital responds. First-order perturbation theory in the coarse space gives $\partial_a\phi=-(u_c/\Delta)e_1$, hence

$$
\partial_ab=u_h-\frac{c\,u_c}{\Delta},\qquad
-\partial_a\Delta E_2=\frac{4b}{m}\Big(u_h-\frac{c\,u_c}{\Delta}\Big)=\delta F_a .
$$

The direct term comes from the moving potential, and the coarse solve supplies the motion of the coarse orbital. The energy correction needs $\xi_h$ alone, but its derivative needs both parts.

**What was neglected in the linear equations.** Eliminating $\xi_c$ without approximation gives $\xi_h=-b/(D-c^2/\Delta)$. With $D=m+w$,

$$
\frac{\xi_h^{\rm approx}}{\xi_h^{\rm linear}}
=\frac{m+w-c^2/\Delta}{m}
=1+\frac{w-c^2/\Delta}{m}.
$$

The relative error falls as $1/m$ if $w$ and $c^2/\Delta$ stay bounded. A gap so small that $c^2/\Delta$ is comparable with $m$ spoils the estimate, even when $m$ exceeds the potential.

**What a linear step cannot contain.** Set $c=0$ and $D=m$, so that the linear equations are solved without error. The normalized ground state is $\cos\theta\,e_0+\sin\theta\,e_2$, with $\theta\simeq-b/m$. Let $k_0$ and $k_h$ be the diagonal elements of $\partial_aH$ in $e_0$ and $e_2$. The force change is

$$
-2\big[2\sin\theta\cos\theta\,u_h+\sin^2\theta\,(k_h-k_0)\big]
\simeq\frac{4bu_h}{m}-\frac{2b^2}{m^2}(k_h-k_0).
$$

The second term is missing from $\delta F_a$. Relative to the first it is $b(k_h-k_0)/(2mu_h)$ in magnitude, Here $b$ and $u_h$ are both matrix elements to the omitted wave and shrink as the cutoff rises, while $k_h-k_0$ need not shrink. The ratio therefore falls as $1/m$ when $b/u_h$ and $k_h-k_0$ stay bounded.

## Many orbitals and a mean field

Let $\Phi=(\phi_1,\ldots,\phi_N)$ contain real, doubly occupied orbitals with $\Phi^T\Phi=1$ and $P=\Phi\Phi^T$. The inner product is $\langle A,B\rangle={\rm Tr}(A^TB)$. The density is $\rho=2\sum_i\phi_i^2$, and the energy is

$$
E=2\,{\rm Tr}\big[\Phi^T(T+V_{\rm ext})\Phi\big]+E_{\rm mf}[\rho].
$$

Let $v$ be the first functional derivative of $E_{\rm mf}$ and $f$ the second. The total potential is $V=V_{\rm ext}+v$, with $H=T+V$ and $\Lambda=\Phi^TH\Phi$. I assume a gap, a positive Hessian, local potentials and a basis that does not move with the atoms.

### The quadratic energy

A correction with $\Phi^T\xi=0$ changes the occupied space without merely rotating the orbitals. Since $(\Phi+\xi)^T(\Phi+\xi)=1+\xi^T\xi$, orthonormal orbitals are

$$
(\Phi+\xi)(1+\xi^T\xi)^{-1/2}
=\Phi+\xi-\tfrac12\Phi S+O(\xi^3),\qquad S=\xi^T\xi .
$$

The first- and second-order density changes are

$$
\delta\rho=4\sum_i\phi_i\xi_i,\qquad
\rho_2=2\sum_i\xi_i^2-2\sum_{ij}\phi_i\phi_jS_{ij}.
$$

The one-body energy changes by

$$
4\langle\xi,(T+V_{\rm ext})\Phi\rangle
+2\langle\xi,(T+V_{\rm ext})\xi\rangle
-2{\rm Tr}\big[S\,\Phi^T(T+V_{\rm ext})\Phi\big].
$$

The mean-field energy changes by $\int v(\delta\rho+\rho_2)+\frac12\int\delta\rho\,(f\delta\rho)$. Its terms in $v$ have the same form as the one-body terms and turn $T+V_{\rm ext}$ into $H$. The last term equals $2\langle\xi,(f\delta\rho)\Phi\rangle$, because one factor $\delta\rho$ is $4\sum_i\phi_i\xi_i$. Finally, ${\rm Tr}(S\Lambda)=\langle\xi,\xi\Lambda\rangle$. To second order,

$$
E(\xi)=E+4\langle\xi,r\rangle+2\langle\xi,J\xi\rangle,
$$

$$
r=H\Phi-\Phi\Lambda,\qquad
J\xi=(1-P)\big[H\xi-\xi\Lambda+(f\delta\rho)\Phi\big].
$$

Subtracting $\Phi\Lambda$ and inserting $1-P$ change no inner product with $\xi$, which is orthogonal to $\Phi$. Since $J$ is symmetric, stationarity gives the Newton equation $J\xi=-r$.

### Splitting it at the cutoff

Let $\Pi$ project on the coarse plane waves and $Q=1-\Pi$ on the omitted ones. Coarse convergence means $\Pi H\Phi=\Phi\Lambda$, so $r_c=0$. Also $Q\Phi=0$, and $T$ is diagonal in plane waves, so $QT\Phi=0$. Thus

$$
r_h=QH\Phi=QV\Phi .
$$

Every high-frequency $\xi_h$ is automatically orthogonal to $\Phi$, and the Newton equation becomes

$$
J_{cc}\xi_c+J_{ch}\xi_h=0,\qquad
J_{hc}\xi_c+J_{hh}\xi_h=-r_h .
$$

In the second row,

$$
J_{hh}\xi_h=Q\big[T\xi_h+V\xi_h-\xi_h\Lambda+(f\delta\rho_h)\Phi\big],
$$

where $\delta\rho_h$ is the density change from $\xi_h$. If the kinetic term dominates, $J_{hh}$ may be replaced by $M=\frac12G^2+t$. Dropping $J_{hc}\xi_c$ gives $\xi_h=-M^{-1}r_h$.

I take $t$ as the mean kinetic energy of the occupied orbitals, a positive number on their energy scale. This is a choice. Its share of the divisor vanishes at high cutoff, but the small error left after the correction still depends on it: in the hand calculation that error contains $w/m$, and $w=D-\frac12G^2-t$. The same $t$ is used for all orbitals and held fixed in the gradient identity. The mean kinetic energy changes when atoms move, so one value of $t$ must be kept for all geometries, even along a single coordinate, for the corrected forces to be the gradient of the corrected energy.

The first row is kept in full. Neither $T\xi_h$ nor $\xi_h\Lambda$ has a coarse component, so its source is

$$
J_{ch}\xi_h=\Pi(1-P)\big[V\xi_h+(f\delta\rho_h)\Phi\big].
$$

The calculation then runs as follows:

1. Converge $\Phi$ in the coarse space.
2. Apply $H$ in a larger space, extract $r_h$ and divide by $-M$.
3. Form the source above and solve for $\xi_c$ by preconditioned conjugate gradients.
4. Form $\delta\rho=4\sum_i\phi_i(\xi_{c,i}+\xi_{h,i})$ and contract it with each $\partial_aV_{\rm ext}$.

For step 4, the variational coarse energy has no first-order contribution from the orbital response, and the basis is fixed. Hence $F_a=-\int\rho\,\partial_aV_{\rm ext}$. This is linear in the density and gives

$$
\delta F_a=-4\langle\xi_c+\xi_h,u_a\rangle,\qquad u_a=(\partial_aV_{\rm ext})\Phi .
$$

## Why the correction is a gradient

At the Newton solution, $J\xi=-r$ turns the quadratic energy change into $4\langle\xi,r\rangle-2\langle\xi,r\rangle=2\langle\xi,r\rangle$. Since $r_c=0$, inserting the approximate $\xi_h$ gives $\Delta E_2=-2\langle r_h,M^{-1}r_h\rangle$.

Move atom $a$ and follow the coarse solution. Orthonormality allows $\partial_a\Phi=\eta+\Phi A$, with $\eta$ coarse, $\Phi^T\eta=0$ and $A^T=-A$. The rotation $\Phi A$ leaves the density unchanged. Differentiate the coarse condition $\Pi(1-P)H\Phi=0$. The derivative of $P$ is $\eta\Phi^T+\Phi\eta^T$, so it contributes

$$
-(\partial_aP)H\Phi=-\eta\Lambda-\Phi\,\eta^TH\Phi .
$$

The last term vanishes: $\eta$ is coarse and orthogonal to $\Phi$, while $r_c=0$. The rotation contributes $r_cA=0$. What remains is the coarse response equation

$$
J_{cc}\eta=-\Pi(1-P)u_a .
$$

Next differentiate $r_h=QH\Phi$, using $Q\eta=0$ and $Q\Phi=0$:

$$
\partial_ar_h=Qu_a+J_{hc}\eta+r_hA .
$$

At fixed $M$ this gives

$$
-\partial_a\Delta E_2=4\langle M^{-1}r_h,\partial_ar_h\rangle
=-4\langle\xi_h,Qu_a+J_{hc}\eta+r_hA\rangle .
$$

The rotation term is proportional to ${\rm Tr}[(r_h^TM^{-1}r_h)A]$, a symmetric matrix times an antisymmetric one, and vanishes. This is where a common $t$ is used. For the middle term, symmetry of $J$ and the two coarse equations give

$$
\langle\xi_h,J_{hc}\eta\rangle=\langle J_{ch}\xi_h,\eta\rangle
=-\langle J_{cc}\xi_c,\eta\rangle
=-\langle\xi_c,J_{cc}\eta\rangle=\langle\xi_c,u_a\rangle .
$$

Therefore $-\partial_a\Delta E_2=-4\langle\xi_h+\xi_c,u_a\rangle=\delta F_a$. The two approximations in the high-frequency row do not break this identity; they define the energy whose gradient is obtained.

There is a direct consequence. The plane-wave spaces and $M$ are unchanged by a common translation, so $\Delta E_2$ is too, and the force corrections sum to zero. On a real-space grid this holds up to quadrature error.

## A ring with three wells

The example is a one-dimensional ring of length 6 Å with six electrons. Gaussian wells of standard deviation 0.2 Å and depths 40, 45 and 50 eV sit at 1.0, 2.8 and 5.1 Å. Electrons repel through $5\,{\rm eV}\,e^{-|x|/(1\,\text{Å})}$, summed over periodic images. A local attraction has the potential $-3\,{\rm eV}\,(\rho\cdot1\,\text{Å})^{1/3}$. These are round model parameters. Density-independent forces between the wells are omitted, as they have no plane-wave error.

The reference uses the same model at a cutoff of 6685 eV. It measures discretization error and says nothing about the quality of the mean field. Its gap is 20.5 eV, a favourable case for the coarse solve.

The coarse calculation has 17 waves and a cutoff of 267.4 eV. The largest reference wave has index 40, so the first omitted one, with index 9, has kinetic energy $6685.0\times9^2/40^2=338.4$ eV. With $t=8.3$ eV, the smallest divisor is 346.7 eV. The residual norm is 7.624 eV, hence

$$
\|\xi_h\|\le\frac{7.624}{346.7}=0.0220 .
$$

The computed norm is 0.0191. The coarse response is smaller still, 0.0025, and took 12 iterations.

To first order the density matrix changes by $\xi\Phi^T+\Phi\xi^T$, whose norm is $\sqrt2\,\|\xi\|$ because $\Phi^T\xi=0$. This predicts an error of $\sqrt2\,(0.01914^2+0.00248^2)^{1/2}=0.0273$. The actual distance to the reference is 0.0280.

For the first well, in eV/Å,

$$
F_1=-0.7159+0.0425+0.0147=-0.6587,
$$

where the three terms are the coarse force, the high part and the low part. The reference is $-0.6556$. The estimated correction is 0.0571 eV/Å, or 0.00111 hartree/bohr, against a true error of 0.0603 eV/Å. It recovers 95% of it.

Although $\xi_c$ is 0.13 times as large as $\xi_h$, it supplies about a quarter of this correction. Force per unit norm is $0.01466/0.00248=5.9$ for the low part and $0.04248/0.01914=2.2$ for the high part. The force operator thus overlaps more strongly with the direction of $\xi_c$.

The third well moves from $-1.6801$ to $-1.7288$ eV/Å, against a reference of $-1.7287$. The second is less favourable. Its coarse force of 2.3959 becomes 2.3875, while the reference is 2.3842. There the high part alone gives 2.3857, which is closer: the low part has the wrong sign for the remaining error. The complete correction does not improve every component over the high step.

Over the three wells, the root-mean-square (RMS) error falls from 0.045 to 0.0026 eV/Å. The high step alone leaves 0.015 eV/Å. It also leaves a net force of 0.0024 eV/Å, which the coarse response cancels to numerical accuracy. With a separate kinetic shift for each orbital, the rotation argument fails, and a net force of $-0.00007$ eV/Å remains. This is small beside the RMS error of that variant, 0.0032 eV/Å.

The gradient identity was tested by displacing each well and reconverging the coarse state. The finite difference of $\Delta E_2$ and the force correction agree to $3\times10^{-7}$ eV/Å.

## What changes with the cutoff

RMS force errors in eV/Å are:

| Cutoff (eV) | Coarse | High step | Corrected | Full Newton |
|---:|---:|---:|---:|---:|
| 267 | 4.5e-2 | 1.5e-2 | 2.6e-3 | 8.6e-5 |
| 418 | 1.6e-2 | 5.1e-3 | 5.1e-4 | 7.9e-5 |
| 602 | 1.2e-3 | 1.6e-4 | 4.7e-5 | 5.1e-6 |
| 819 | 2.3e-4 | 9.3e-5 | 3.5e-6 | 8.0e-7 |
| 1070 | 7.7e-5 | 2.7e-5 | 8.6e-7 | 6.4e-8 |

The corrected error is 5.8% of the coarse error at the lowest cutoff and 1.1% at the highest. The decrease is not monotonic: the fraction is 3.3% at 418 eV and 3.9% at 602 eV. The general trend agrees with the $1/m$ estimate, but five points with such scatter do not establish a power law.

The full Newton column solves $J\xi=-r$ in the whole reference space. Its force error is 4 to 30 times smaller than that of the cheap correction. In this model, then, most of the remaining error comes from the approximate high-frequency row. The quadratic terms left out by a linear step matter less here, although the hand calculation allows them the same order in the cutoff.

The density-matrix error after a full Newton step scales with the original error to the fitted power 1.99, as expected when the linear part has been removed. The force error need not follow the same rule. In the three-function model the coarse force error is of order $bu_h/m$, which already contains two high-frequency matrix elements. The term left by a linear step, of order $b^2(k_h-k_0)/m^2$, also contains two. It is smaller only by the factor $b(k_h-k_0)/(2mu_h)$ found above.

The energy shows the same benefit. At 267 eV its error falls from 0.294 to 0.0076 eV, and at 1070 eV from $1.3\times10^{-4}$ to $8.6\times10^{-7}$ eV.

## Where the estimate needs care

The high-frequency step requires $\frac12G^2$ to dominate the potential and the response terms for the omitted waves. A strong potential on a low cutoff can violate this. The coarse step requires a positive $J_{cc}$ that is not nearly singular; a small gap or a soft charge response can amplify errors in $\xi_h$. Fractional occupations add variables that are absent from the tangent space used here.

A moving basis also changes the problem, because $\Pi$ and $Q$ then depend on the atomic positions and their derivatives enter both the force and the gradient identity. Finally, the larger space that holds $r_h$ must itself be large enough: waves beyond it contribute nothing to the estimate. A small $\delta F_a$ is evidence of a converged force under these conditions, not a certificate.

The complete set of values is in the numerical output below.

## Values computed for the example and the checks

```
ring length 6.0 A, well width 0.2 A
well positions (A): [1.  2.8 5.1]
well depths (eV): [40. 45. 50.]
repulsion 5.0 eV, range 1.0 A
attraction 3.0 eV at 1 electron/A
electrons 6, grid points 256
reference cutoff 6685.0 eV, gap 20.490 eV
reference force drift, index 30 to 40: 4.9e-12 eV/A
density range 0.089 to 2.741 1/A
EXAMPLE: coarse cutoff 267.4 eV, 17 waves
common shift t = 8.261 eV
orbital kinetic energies (eV): [8.086 7.717 8.981]
residual norm 7.6241 eV
norms xi_high 0.01914, xi_low 0.00248
coarse-solve iterations 12
forces (eV/A): coarse, high part, low part, corrected, reference
 well 1:   -0.71585    0.04248    0.01466   -0.65871   -0.65558
 well 2:    2.39594   -0.01022    0.00177    2.38749    2.38423
 well 3:   -1.68009   -0.02990   -0.01880   -1.72879   -1.72865
well 1 correction 0.001111 hartree/bohr
slope test (hartree): 0.068696 vs 0.068696
curvature test (hartree): 47.890747 vs 47.890728
coarse force vs energy difference: 5.3e-07 eV/A
correction vs -grad dE2: 3.0e-07 eV/A
net force, coarse -5.5e-14, corrected -1.9e-11 eV/A
net force, high part only 0.00236 eV/A
net force, orbital-dependent shift -0.00007 eV/A
RMS force errors (eV/A): raw, high only, corrected,
  orbital shifts, full Newton, Newton orthonormalized
   267.4 eV: 4.52e-02 1.49e-02 2.61e-03 3.18e-03 8.62e-05 1.16e-04
   417.8 eV: 1.55e-02 5.11e-03 5.09e-04 5.41e-04 7.87e-05 1.51e-06
   601.6 eV: 1.20e-03 1.56e-04 4.66e-05 5.21e-05 5.11e-06 2.73e-07
   818.9 eV: 2.28e-04 9.32e-05 3.52e-06 4.60e-06 7.99e-07 3.77e-08
  1069.6 eV: 7.71e-05 2.65e-05 8.59e-07 9.56e-07 6.37e-08 4.19e-09
geometric mean of error/raw: [1.    0.288 0.026 0.031 0.003 0.   ]
corrected/raw by cutoff: [0.058 0.033 0.039 0.015 0.011]
energy errors (eV): raw, corrected
   267.4 eV: 2.942e-01 7.632e-03
   417.8 eV: 5.585e-02 1.007e-03
   601.6 eV: 7.587e-03 8.459e-05
   818.9 eV: 1.011e-03 9.122e-06
  1069.6 eV: 1.265e-04 8.584e-07
density-matrix errors: raw, after full Newton
   267.4 eV: 2.798e-02 3.826e-04
   417.8 eV: 1.012e-02 4.876e-05
   601.6 eV: 3.155e-03 4.847e-06
   818.9 eV: 1.007e-03 4.688e-07
  1069.6 eV: 3.160e-04 5.186e-08
fitted Newton order 1.992
```
